# Why acetal protecting groups can cleave at lower bake temperatures: verification in Python

```python
"""Why an acetal group ionizes more easily than a tert-butyl group.

Result under test: a filled donor orbital d and an empty carbon p orbital a
give two electrons the energy W = sqrt(gap^2 + 4 beta^2) - gap, where gap and
beta are the level spacing and coupling after a is orthogonalized to d.
This donation decides the order of ionization energies, and a lower barrier G
gives a lower bake temperature T = G / (k LambertW(B G / k)).
Molecules: RHF/6-31G* and frozen-core MP2, idealized geometries (angstrom).
Donation is switched off by deleting the pi functions of the cationic carbon,
which is always atom 0; every cation has the mirror plane z = 0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.special import lambertw
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
KB = const.k / const.e          # eV/K
PLANCK = const.h / const.e      # eV s


# ---------- geometries from bond lengths, angles and dihedral angles ----------
def build(rows):
    """Row: symbol, bonded atom, length, angle atom, angle, dihedral atom, dihedral."""
    xyz = []
    for n, row in enumerate(rows):
        if n == 0:
            xyz.append(np.zeros(3))
        elif n == 1:
            xyz.append(np.array([row[2], 0.0, 0.0]))
        else:
            _, i, r, j, angle, k, dihedral = row
            c, b = xyz[i], xyz[j]
            a = xyz[k] if k >= 0 else b + np.array([0.0, 1.0, 0.0])
            th, ph = np.radians(angle), np.radians(dihedral)
            axis = (c - b) / np.linalg.norm(c - b)
            normal = np.cross(b - a, axis)
            normal /= np.linalg.norm(normal)
            side = np.cross(normal, axis)
            xyz.append(c + r * (-np.cos(th) * axis + np.sin(th)
                                * (np.cos(ph) * side + np.sin(ph) * normal)))
    return [(row[0], tuple(p)) for row, p in zip(rows, xyz)]


def ch3(i, j, k, phase, angle=110.5):
    return [("H", i, 1.085, j, angle, k, phase + s) for s in (0, 120, -120)]


def oxocarbenium(alkyl, r_co=1.245, phase=0):
    rows = [("C",), ("O", 0, r_co), ("C", 1, 1.475, 0, 121.5, -1, 0)]
    rows += [("C", 0, 1.465, 1, 119.0, 2, 180) if alkyl
             else ("H", 0, 1.078, 1, 116.5, 2, 180)]
    rows += [("H", 0, 1.078, 1, 119.5, 2, 0)] + ch3(2, 1, 0, phase, 107.0)
    return rows + (ch3(3, 0, 1, 0, 110.0) if alkyl else [])


def hemiacetal(alkyl, sign, oco=112.0):
    rows = [("C",), ("O", 0, 1.387), ("C", 1, 1.410, 0, 114.5, -1, 0),
            ("O", 0, 1.393, 1, oco, 2, 65)]
    rows += [("C", 0, 1.515, 1, 107.5, 2, -175) if alkyl
             else ("H", 0, 1.088, 1, 107.0, 2, -175)]
    rows += [("H", 0, 1.090, 1, 110.0, 2, -56),
             ("H", 3, 0.948, 0, 108.5, 1, 62 * sign)]
    rows += ch3(2, 1, 0, 180, 109.8)
    return rows + (ch3(4, 0, 1, 180, 110.2) if alkyl else [])


TBU_CATION = ([("C",), ("C", 0, 1.47), ("C", 0, 1.47, 1, 120, -1, 0),
               ("C", 0, 1.47, 1, 120, 2, 180)]
              + ch3(1, 0, 2, 0) + ch3(2, 0, 3, 0) + ch3(3, 0, 1, 0))
TBU_OH = ([("C",), ("O", 0, 1.425), ("H", 1, 0.947, 0, 108.8, -1, 0),
           ("C", 0, 1.528, 1, 105.5, 2, 180), ("C", 0, 1.528, 1, 109.3, 2, 60),
           ("C", 0, 1.528, 1, 109.3, 2, -60)]
          + ch3(3, 0, 1, 180) + ch3(4, 0, 1, 180) + ch3(5, 0, 1, 180))
METHYL_CATION = [("C",), ("H", 0, 1.08), ("H", 0, 1.08, 1, 120, -1, 0),
                 ("H", 0, 1.08, 1, 120, 2, 180)]
HYDROXYMETHYL = [("C",), ("O", 0, 1.235), ("H", 1, 0.97, 0, 115.5, -1, 0),
                 ("H", 0, 1.08, 1, 121.5, 2, 0), ("H", 0, 1.08, 1, 116, 2, 180)]
ETHYL = [("C",), ("C", 0, 1.44), ("H", 0, 1.08, 1, 121, -1, 0),
         ("H", 0, 1.08, 1, 121, 2, 180)] + ch3(1, 0, 2, 0, 110.0)
METHANOL = ([("C",), ("O", 0, 1.40), ("H", 1, 0.946, 0, 109.5, -1, 0)]
            + ch3(0, 1, 2, 180, 110.2))
ESTER_HEAD = [("C",), ("O", 0, 1.42), ("C", 1, 1.32, 0, 117, -1, 0),
              ("O", 2, 1.184, 1, 125.5, 0, 0), ("H", 2, 1.083, 1, 110, 0, 180)]
METHYL_FORMATE = ESTER_HEAD + ch3(0, 1, 2, 180, 109.0)
DIOL = [("C",), ("O", 0, 1.386), ("H", 1, 0.948, 0, 108, -1, 0),
        ("O", 0, 1.386, 1, 112.3, 2, 62), ("H", 3, 0.948, 0, 108, 1, 62),
        ("H", 0, 1.085, 1, 108, 2, -178), ("H", 0, 1.085, 1, 110, 2, -58)]
ACETAL_FORMATE = ESTER_HEAD + [
    ("O", 0, 1.372, 1, 111, 2, 78), ("H", 5, 0.948, 0, 108.5, 1, 62),
    ("H", 0, 1.082, 1, 106, 2, -163), ("H", 0, 1.082, 1, 108.5, 2, -44)]


def hartree_fock(rows, charge=0):
    mol = gto.M(atom=build(rows), basis="6-31g*", charge=charge, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


def lowest(candidates):
    return min(candidates, key=lambda m: m.e_tot)


# ---------- Hartree-Fock with the empty carbon p orbital removed ----------
def switch_off(mf):
    mol, s, h = mf.mol, mf.get_ovlp(), mf.get_hcore()
    labels = mol.ao_labels(fmt=None)
    gone = np.array([i for i, lab in enumerate(labels)
                     if lab[0] == 0 and lab[3] in ("z", "xz", "yz")])
    keep = np.setdiff1d(np.arange(len(labels)), gone)
    block = np.ix_(keep, keep)
    nocc = mol.nelectron // 2
    full_dm = np.asarray(mf.make_rdm1())
    f_trial = (h + np.asarray(mf.get_veff(mol, full_dm)))[block]
    diis, done = lib.diis.DIIS(), False
    for _ in range(80):
        c = eigh(f_trial, s[block])[1]
        occ = np.zeros((len(labels), nocc))
        occ[keep] = c[:, :nocc]
        dm = 2 * occ @ occ.T
        fock = h + np.asarray(mf.get_veff(mol, dm))
        fds = fock[block] @ dm[block] @ s[block]
        error = fds - fds.T
        if np.linalg.norm(error) < 1e-6:
            done = True
            break
        f_trial = diis.update(fock[block], xerr=error)
    assert done
    energy = 0.5 * np.sum(dm * (h + fock)) + mol.energy_nuc()
    return dict(e=energy, dm=dm, fock=fock, occ=occ, gone=gone)


def pair_energy(gap, beta):
    return np.sqrt(gap**2 + 4 * beta**2) - gap


def two_orbital(mf):
    """Donor-acceptor parameters (eV) from the mean Fock matrix, one pi pair."""
    mol, s, off = mf.mol, mf.get_ovlp(), switch_off(mf)
    dm_on = np.asarray(mf.make_rdm1())
    fock_on = mf.get_hcore() + np.asarray(mf.get_veff(mol, dm_on))
    mean = 0.5 * (fock_on + off["fock"])
    exact = off["e"] - mf.e_tot
    trace = -np.sum(mean * (dm_on - off["dm"]))
    assert abs(trace - exact) < 1e-6     # quadratic energy functional
    pz = [i for i, lab in enumerate(mol.ao_labels(fmt=None)) if lab[3] == "z"]
    occ_on = mf.mo_coeff[:, mf.mo_occ > 0]
    pick = lambda c: c[:, np.argmax(np.linalg.norm(c[pz], axis=0))]
    d, pi_on = pick(off["occ"]), pick(occ_on)
    a = np.zeros_like(d)
    a[off["gone"]] = pi_on[off["gone"]]
    a /= np.sqrt(a @ s @ a)
    ed, ea, hda, sda = d @ mean @ d, a @ mean @ a, d @ mean @ a, d @ s @ a
    beta = (hda - sda * ed) / np.sqrt(1 - sda**2)
    gap = (ea - 2 * sda * hda + sda**2 * ed) / (1 - sda**2) - ed
    w = pair_energy(gap, beta)
    root = eigh([[ed, hda], [hda, ea]], [[1, sda], [sda, 1]])[0][0]
    assert abs(w - 2 * (ed - root)) < 1e-9
    return dict(ed=ed * EV, gap=gap * EV, beta=abs(beta) * EV, s=abs(sda),
                w=w * EV, exact=exact * EV)


methyl = hartree_fock(METHYL_CATION, 1)
assert abs(switch_off(methyl)["e"] - methyl.e_tot) < 1e-7   # no donor, no effect
oxy = two_orbital(hartree_fock(HYDROXYMETHYL, 1))
met = two_orbital(hartree_fock(ETHYL, 1))
for donor in (oxy, met):
    # 30 %: two rigid orbitals stand for a fully relaxed wavefunction
    assert abs(donor["w"] / donor["exact"] - 1) < 0.30, donor
assert oxy["w"] > met["w"] and oxy["exact"] > met["exact"]

# ---------- ionization of the protecting groups ----------
tbu_p, tbu_n = hartree_fock(TBU_CATION, 1), hartree_fock(TBU_OH)
ace_p = lowest([hartree_fock(oxocarbenium(True, phase=p), 1) for p in (0, 180)])
hemi = {sg: hartree_fock(hemiacetal(True, sg)) for sg in (1, -1)}
best_sign = min(hemi, key=lambda sg: hemi[sg].e_tot)
ace_n = hemi[best_sign]
mom_p = lowest([hartree_fock(oxocarbenium(False, 1.235, p), 1) for p in (0, 180)])
mom_n = lowest([hartree_fock(hemiacetal(False, sg)) for sg in (1, -1)])


def mp2_energy(mf):
    core = sum(mf.mol.atom_charge(i) > 1 for i in range(mf.mol.natm))
    return mf.e_tot + mp.MP2(mf, frozen=int(core)).kernel()[0]


ion_tbu = (tbu_p.e_tot - tbu_n.e_tot) * EV
adv_hf = ion_tbu - (ace_p.e_tot - ace_n.e_tot) * EV
adv_mom = ion_tbu - (mom_p.e_tot - mom_n.e_tot) * EV
e2 = {name: mp2_energy(m) for name, m in dict(
    tp=tbu_p, tn=tbu_n, ap=ace_p, an=ace_n, mp=mom_p, mn=mom_n).items()}
adv_mp2 = (e2["tp"] - e2["tn"] - e2["ap"] + e2["an"]) * EV
adv_mom_mp2 = (e2["tp"] - e2["tn"] - e2["mp"] + e2["mn"]) * EV
del_tbu = (switch_off(tbu_p)["e"] - tbu_p.e_tot) * EV
del_ace = (switch_off(ace_p)["e"] - ace_p.e_tot) * EV
del_mom = (switch_off(mom_p)["e"] - mom_p.e_tot) * EV
adv_off = adv_hf + del_tbu - del_ace
assert adv_hf > 0 and adv_mp2 > 0      # acetal ionizes more easily
assert adv_off < 0                     # order reverses without donation
assert adv_hf > adv_mom                # the extra methyl group helps


# ---------- sizes of neglected effects ----------
def reaction_coefficient(l, eps, a):
    """Reaction potential A r^l for a source r^(-l-1) in a cavity of radius a."""
    m = [[a**l, -a**(-l - 1)],
         [l * a**(l - 1), eps * (l + 1) * a**(-l - 2)]]
    return np.linalg.solve(m, [-a**(-l - 1), (l + 1) * a**(-l - 2)])[0]


def cavity_energy(mf, eps):
    xyz = mf.mol.atom_coords()
    size = {"H": 1.2, "C": 1.7, "O": 1.52}
    rad = np.array([size[mf.mol.atom_symbol(i)] for i in range(len(xyz))]) / BOHR
    step = 0.4
    axes = [np.arange(xyz[:, q].min() - 4, xyz[:, q].max() + 4, step)
            for q in range(3)]
    pts = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    inside = np.zeros(len(pts), bool)
    for p, r in zip(xyz, rad):
        inside |= np.sum((pts - p)**2, axis=1) < r * r
    radius = (3 * inside.sum() * step**3 / (4 * np.pi))**(1 / 3)
    q = mf.mol.charge
    mu = mf.dip_moment(unit="AU", verbose=0) - q * pts[inside].mean(axis=0)
    closed = (-0.5 * (1 - 1 / eps) * q * q / radius
              - (eps - 1) / (2 * eps + 1) * (mu @ mu) / radius**3)
    solved = 0.5 * (q * q * reaction_coefficient(0, eps, radius)
                    + (mu @ mu) * reaction_coefficient(1, eps, radius))
    assert abs(closed - solved) < 1e-10
    return closed * EV


EPS = 3.5
medium = (cavity_energy(tbu_p, EPS) - cavity_energy(tbu_n, EPS)
          - cavity_energy(ace_p, EPS) + cavity_energy(ace_n, EPS))
diol, formate, methanol, acetal_formate = [
    hartree_fock(g).e_tot for g in (DIOL, METHYL_FORMATE, METHANOL, ACETAL_FORMATE)]
leaving = (acetal_formate + methanol - diol - formate) * EV
bond_shift = (ace_p.e_tot - lowest(
    [hartree_fock(oxocarbenium(True, 1.275, p), 1) for p in (0, 180)]).e_tot) * EV
angle_shift = (hartree_fock(hemiacetal(True, best_sign, 115.0)).e_tot
               - ace_n.e_tot) * EV

# ---------- bake temperature ----------
ACID, TIME, CONVERSION, T_ESTER = 0.03, 60.0, 0.90, 403.0
B = ACID * KB * TIME / (PLANCK * np.log(1 / (1 - CONVERSION)))


def bake_temperature(barrier):
    return barrier / (KB * lambertw(B * barrier / KB).real)


g_ester = KB * T_ESTER * np.log(B * T_ESTER)
slope = T_ESTER / (g_ester + KB * T_ESTER)
numeric = (bake_temperature(g_ester + 1e-4) - bake_temperature(g_ester - 1e-4)) / 2e-4
assert abs(numeric / slope - 1) < 1e-5
alphas = (0.25, 0.5, 1.0)
barriers = [g_ester - al * adv_mp2 for al in alphas]
assert min(barriers) > 0
temps = [bake_temperature(g) for g in barriers]
for g, temp in zip([g_ester] + barriers, [T_ESTER] + temps):
    rate = ACID * KB * temp / PLANCK * np.exp(-g / (KB * temp))
    run = solve_ivp(lambda t, x: rate * (1 - x), (0, TIME), [0.0],
                    rtol=1e-9, atol=1e-11)
    assert abs(run.y[0, -1] - CONVERSION) < 1e-6
assert all(temp < T_ESTER for temp in temps)
t_fast = g_ester / (KB * lambertw(10 * B * g_ester / KB).real)

# ---------- report ----------
print("TWO-ORBITAL MODEL           oxygen donor   methyl donor")
for key, text, unit in (("ed", "donor level", "eV"), ("gap", "gap", "eV"),
                        ("beta", "coupling size", "eV"), ("s", "overlap size", ""),
                        ("w", "model energy W", "eV"),
                        ("exact", "deletion energy", "eV")):
    print(f"{text:26s} {oxy[key]:10.3f} {met[key]:14.3f} {unit}")
print(f"W, oxygen gap with methyl coupling: {pair_energy(oxy['gap'], met['beta']):.3f} eV")
print(f"W, methyl gap with oxygen coupling: {pair_energy(met['gap'], oxy['beta']):.3f} eV")
print(f"weak-coupling 2 beta^2/gap, oxygen: {2 * oxy['beta']**2 / oxy['gap']:.3f} eV")
print(f"weak-coupling 2 beta^2/gap, methyl: {2 * met['beta']**2 / met['gap']:.3f} eV")
print("PROTECTING GROUPS (positive advantage: easier than tert-butyl)")
print(f"deletion energy, tert-butyl cation: {del_tbu:.3f} eV")
print(f"deletion energy, 1-methoxyethyl cation: {del_ace:.3f} eV")
print(f"deletion energy, methoxymethyl cation: {del_mom:.3f} eV")
print(f"1-methoxyethyl advantage, RHF: {adv_hf:.3f} eV")
print(f"1-methoxyethyl advantage, RHF, donation off: {adv_off:.3f} eV")
print(f"1-methoxyethyl advantage, MP2: {adv_mp2:.3f} eV")
print(f"methoxymethyl advantage, RHF: {adv_mom:.3f} eV")
print(f"methoxymethyl advantage, MP2: {adv_mom_mp2:.3f} eV")
print("BAKE EXAMPLE")
print(f"acid per group {ACID}, time {TIME:.0f} s, conversion {CONVERSION:.2f}")
print(f"ester bake temperature: {T_ESTER:.0f} K = {T_ESTER - 273.15:.0f} C")
print(f"ester effective barrier: {g_ester:.3f} eV")
print(f"temperature change per barrier change: {slope / 1000:.3f} K/meV")
for al, g, temp in zip(alphas, barriers, temps):
    print(f"alpha {al:.2f}: barrier {g:.3f} eV, bake {temp:.0f} K = {temp - 273.15:.0f} C")
print("NEGLECTED EFFECTS (change of the acetal advantage)")
print(f"correlation, MP2 minus RHF: {adv_mp2 - adv_hf:+.3f} eV")
print(f"polymer polarization, permittivity {EPS}: {medium:+.3f} eV")
print(f"acyloxy instead of hydroxyl, small model: {leaving:+.3f} eV")
print(f"cation C-O bond longer by 0.03 angstrom: {bond_shift:+.3f} eV")
print(f"parent O-C-O angle wider by 3 degrees: {angle_shift:+.3f} eV")
print(f"ester bake with tenfold prefactor: {t_fast:.0f} K")
print("checks complete")
```

It prints:

```
TWO-ORBITAL MODEL           oxygen donor   methyl donor
donor level                   -22.915        -22.123 eV
gap                            18.459         17.446 eV
coupling size                   4.803          2.253 eV
overlap size                    0.316          0.233 
model energy W                  2.350          0.573 eV
deletion energy                 2.328          0.565 eV
W, oxygen gap with methyl coupling: 0.542 eV
W, methyl gap with oxygen coupling: 2.470 eV
weak-coupling 2 beta^2/gap, oxygen: 2.500 eV
weak-coupling 2 beta^2/gap, methyl: 0.582 eV
PROTECTING GROUPS (positive advantage: easier than tert-butyl)
deletion energy, tert-butyl cation: 1.095 eV
deletion energy, 1-methoxyethyl cation: 2.623 eV
deletion energy, methoxymethyl cation: 2.624 eV
1-methoxyethyl advantage, RHF: 0.342 eV
1-methoxyethyl advantage, RHF, donation off: -1.186 eV
1-methoxyethyl advantage, MP2: 0.688 eV
methoxymethyl advantage, RHF: -0.273 eV
methoxymethyl advantage, MP2: 0.118 eV
BAKE EXAMPLE
acid per group 0.03, time 60 s, conversion 0.90
ester bake temperature: 403 K = 130 C
ester effective barrier: 1.025 eV
temperature change per barrier change: 0.380 K/meV
alpha 0.25: barrier 0.853 eV, bake 337 K = 64 C
alpha 0.50: barrier 0.681 eV, bake 271 K = -2 C
alpha 1.00: barrier 0.337 eV, bake 138 K = -136 C
NEGLECTED EFFECTS (change of the acetal advantage)
correlation, MP2 minus RHF: +0.345 eV
polymer polarization, permittivity 3.5: +0.131 eV
acyloxy instead of hydroxyl, small model: +0.253 eV
cation C-O bond longer by 0.03 angstrom: -0.060 eV
parent O-C-O angle wider by 3 degrees: +0.021 eV
ester bake with tenfold prefactor: 375 K
checks complete
```
